# Exterior Complex Scaling for the Tunnelling Lifetime of a Biased Quantum Well

## Definitions and conventions

Atomic units are used in the algebra, so $\hbar=m_e=e=1$. An electron of effective mass $m$ moves along $x$ in a well of width $a$ and depth $V_0$, under a constant force $F>0$ towards positive $x$:
$$H=-\frac12\frac{d}{dx}\frac1m\frac{d}{dx}+V(x)-Fx,\qquad V=\begin{cases}-V_0,&|x|<a/2\\0,&|x|>a/2.\end{cases}$$
The mass is uniform unless stated otherwise. Both $\psi$ and $\psi'/m$ are continuous at the well edges.

The potential falls without limit on the right, so the level that is bound at $F=0$ becomes a resonance. It is a solution that decays on the left, carries an outgoing wave on the right, and has complex energy
$$E_0=E_r-\tfrac{i}{2}\Gamma .$$
The factor $e^{-iE_0t}$ has squared modulus $e^{-\Gamma t}$, so the lifetime is $\tau=1/\Gamma$, or $\hbar/\Gamma$ in ordinary units.

The example has $a=30$ angstrom, $V_0=0.40$ eV, $m=0.20$ and a field of 0.50 MV/cm. The zero of energy is the potential of the barriers without the field; the added term $-Fx$ vanishes at the centre of the well.

## The outgoing-wave condition

Outside the well, $\psi''=-2mF(x+E/F)\psi$. Put
$$u=-\kappa(x+E/F),\qquad \kappa=(2mF)^{1/3}.$$
Then $\psi''=\kappa^2\psi_{uu}$, while the right-hand side is $(2mF/\kappa)\,u\psi=\kappa^2u\psi$. Hence $\psi_{uu}=u\psi$, the Airy equation. Inside the well $E$ is replaced by $E+V_0$.

On the far left $u\to+\infty$, and the decaying solution is $\mathrm{Ai}(u)$. On the far right put $u=-y$ and $\zeta=\frac23y^{3/2}$. The large-$y$ forms are
$$\mathrm{Ai}\simeq\frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,y^{1/4}},\qquad \mathrm{Bi}\simeq\frac{\cos(\zeta+\pi/4)}{\sqrt\pi\,y^{1/4}},$$
so that
$$f_\pm=\mathrm{Bi}(u)\pm i\,\mathrm{Ai}(u)\simeq\frac{e^{\pm i(\zeta+\pi/4)}}{\sqrt\pi\,y^{1/4}} .$$
Since $\zeta$ grows with $x$, $f_+$ is outgoing and $f_-$ incoming. For real $E$ every real solution has a density falling only as $y^{-1/2}$, which is not integrable: no bound state survives.

Let $\psi_L$ be the solution that starts as $\mathrm{Ai}$ on the left. In the well it is $\alpha\,\mathrm{Ai}+\beta\,\mathrm{Bi}$. From $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$,
$$\alpha=\pi(\psi_L\mathrm{Bi}'-\psi_L'\mathrm{Bi}),\qquad \beta=\pi(\psi_L'\mathrm{Ai}-\psi_L\mathrm{Ai}'),$$
with primes denoting $d/du$ and all values taken at $x=-a/2$. This carries $\psi_L$ to $x=a/2$. There it must be proportional to $f_+$, so
$$D_+(E_0)=0,\qquad D_\pm(E)=\psi_Lf_\pm'-\psi_L'f_\pm .$$
A complex secant search on $D_+$ gives a reference energy that uses no complex scaling.

## What the rotated coordinate does

Exterior scaling replaces $x$ by the contour
$$z(s)=\begin{cases}s,&s<R_0\\R_0+(s-R_0)e^{i\theta},&s>R_0,\end{cases}\qquad R_0>a/2 .$$
Beyond $a/2$ the potential is linear in $x$, so the equation and its solutions continue analytically to complex $z$.

To see how $f_+$ behaves there, consider $\mathrm{Ai}(e^{2\pi i/3}u)$. It solves the Airy equation because $(e^{2\pi i/3})^3=1$. With $u=-y$ its argument is $v=ye^{-i\pi/3}$, and the decaying form $e^{-\frac23v^{3/2}}$ becomes $e^{+i\zeta}$. It is therefore proportional to $f_+$. On the far ray $y$ has phase $\theta$ and $v$ has phase $\theta-\pi/3$. Since $\mathrm{Ai}(v)$ decays for $|\arg v|<\pi/3$, the outgoing wave decays for
$$0<\theta<\frac{2\pi}{3},\qquad |f_+|\sim\exp\!\left[-\tfrac23(\kappa s)^{3/2}\sin\tfrac{3\theta}{2}\right],$$
to leading order in the exponent, while $f_-$ grows. Square integrability thus selects $f_+$, and the eigenvalue condition is again $D_+(E)=0$. Neither $\theta$ nor $R_0$ appears in it. This is the origin of the stability.

The field-free case differs. There the outgoing wave is $e^{ikz}$ with $k=\sqrt{2mE}$, and it decays only if $\arg k+\theta>0$. A resonance with $E_r>0$ then requires $\theta>\frac12\arctan[\Gamma/(2E_r)]$. In a uniform field the power $z^{3/2}$ outgrows any dependence on $E$, so there is no such threshold. At $\theta=0$, however, a finite box is Hermitian and its eigenvalues are real; no lifetime can be read from one of them.

## Discretisation

On the contour $d/dz=q^{-1}d/ds$, where $q=dz/ds$ is 1 or $e^{i\theta}$. Multiply the equation by $q\varphi$, without complex conjugation, and integrate over $s$. The kinetic term is
$$-\frac12\int\varphi\frac{d}{ds}\!\left(\frac{\psi_s}{mq}\right)ds=\frac12\int\frac{\varphi_s\psi_s}{mq}\,ds,$$
provided $\varphi=0$ at the two ends and $\psi_s/(mq)$ is continuous. That quantity is $(d\psi/dz)/m$, which is what must be continuous. The weak form
$$\int\frac{\varphi_s\psi_s}{2mq}\,ds+\int q(V-Fz)\varphi\psi\,ds=E\int q\varphi\psi\,ds$$
therefore imposes the slope jump $\psi_s(R_0^+)=e^{i\theta}\psi_s(R_0^-)$ by itself; the basis need only be continuous.

The line is cut into elements with edges at $\pm a/2$ and $R_0$. On $[-1,1]$ the nodes $x_j$ are the zeros of $g(x)=(1-x^2)P_n'(x)$, with $P_n$ a Legendre polynomial. Legendre's equation is $g'=-n(n+1)P_n$, so the polynomial equal to 1 at $x_j$ and 0 at the other nodes is
$$\ell_j(x)=-\frac{g(x)}{n(n+1)P_n(x_j)(x-x_j)} .$$
Differentiation at another node gives
$$\ell_j'(x_i)=\frac{P_n(x_i)}{P_n(x_j)(x_i-x_j)}\quad(i\ne j),\qquad \ell_j'(x_j)=\frac{P_n'(x_j)}{2P_n(x_j)} .$$
The second expression vanishes at inner nodes and equals $\pm n(n+1)/4$ at $x=\pm1$.

With weights $w_j=\int\ell_j\,dx$ the quadrature is exact up to degree $2n-1$. To see this, divide the integrand by $g$. The remainder has degree at most $n$ and is integrated exactly. The other part is $gH'$ with $H$ of degree at most $n-1$, and $\int gH'dx=-\int g'H\,dx=n(n+1)\int P_nH\,dx=0$. The kinetic integrals, of degree $2n-2$, are exact; the overlap integrals, of degree $2n$, and the potential integrals, of degree up to $2n+1$, are approximated, which makes the overlap matrix $S$ and the potential matrix diagonal.

If $K$ is the matrix of the left side, $A=S^{-1/2}KS^{-1/2}$ is complex symmetric. Repeated solution of $(A-\sigma)v_{\rm new}=v$, with $\sigma$ the zero-field level, isolates the nearest eigenvalue. The energy is $v^TAv/v^Tv$. For $v=v_0+\epsilon w$, symmetry gives $v^T(A-E_0)v=\epsilon^2w^T(A-E_0)w$, so a vector error $\epsilon$ enters the energy at second order, provided $v_0^Tv_0\neq0$.

The standard settings are $n=14$, elements of at most 15 angstrom, a left end at $-170$ angstrom, $R_0=40$ angstrom, a right end $s=L=350$ angstrom and $\theta=0.5$.

## Result and stability

The zero-field level lies at $-0.304708$ eV. With the field on,
$$E_r=-0.313073\ \text{eV},\qquad \Gamma=5.9735\times10^{-5}\ \text{eV}.$$
The Airy root agrees in all printed digits. The lifetime is
$$\tau=\frac{6.582\times10^{-16}\ \text{eV s}}{5.9735\times10^{-5}\ \text{eV}}=1.102\times10^{-11}\ \text{s}=11.02\ \text{ps}.$$

Let the spread of a set of complex energies be the largest modulus of a difference between two of them. It is $8.1\times10^{-15}$ eV for $\theta=0.3,0.5,0.7,0.9$, with $R_0$ and $L$ at their standard values. For $R_0=20,40,70$ angstrom it is $2.4\times10^{-15}$ eV, and for $L=250,350,450$ angstrom $2.9\times10^{-15}$ eV, again with the other settings fixed. The largest of these is about $10^{-10}$ of $\Gamma$. This measures numerical convergence, not the accuracy of the physical model.

## Error from the end of the box

At the end $z_L=z(L)$ the numerical solution is forced to vanish. The right-hand solution is then
$$f_+-rf_-,\qquad r=\frac{f_+(z_L)}{f_-(z_L)},$$
and the condition becomes $D_+(E)-rD_-(E)=0$. For small $r$, expansion about $E_0$ gives
$$\delta E=\frac{r\,D_-(E_0)}{D_+'(E_0)} .$$
For real $E$ the function $\psi_L$ is real and $f_-=f_+^*$, hence $D_-=D_+^*$. The continuation to complex energy is $D_-(E)=[D_+(E^*)]^*$. Since $E_0^*-E_0=i\Gamma$, a narrow resonance has
$$D_+(E_0^*)\simeq i\Gamma D_+'(E_0),\qquad |D_-(E_0)|\simeq\Gamma|D_+'(E_0)| .$$
The box error is therefore
$$|\delta E|\simeq\Gamma|r| .$$
This requires $|r|\ll1$ and a $D_+$ that is nearly linear over an energy interval $\Gamma$.

The asymptotic waves give $|r|\simeq\exp(-2\,\mathrm{Im}\,\zeta_L)$, where $\zeta_L$ is $\zeta$ at $z_L$. For a distant end the leading term of the exponent is $-\frac43(\kappa L)^{3/2}\sin(3\theta/2)$. The energy and $R_0$ add terms of order $L^{1/2}$, which also grow, so a magnitude needs the full $\zeta_L$: at $L=130$ angstrom and $\theta=0.4$ the leading term alone would give about $10^{-8}$, against the true $1.3\times10^{-4}$. At $\theta=0$ and real energy $|r|=1$, and the expansion fails.

Short boxes with $\theta=0.4$ and $R_0=40$ angstrom test the law:

| $L$ (angstrom) | $\lvert r\rvert$ | error (eV) | $\Gamma\lvert r\rvert$ (eV) |
|---|---|---|---|
| 100 | $1.170\times10^{-2}$ | $6.998\times10^{-7}$ | $6.990\times10^{-7}$ |
| 115 | $1.399\times10^{-3}$ | $8.365\times10^{-8}$ | $8.360\times10^{-8}$ |
| 130 | $1.300\times10^{-4}$ | $7.765\times10^{-9}$ | $7.765\times10^{-9}$ |

The error comes from the matrix and $r$ from Airy functions; they agree to about 0.1 per cent. At 100 angstrom the error is about $2\times10^{-6}$ of $|E_r|$ but 1.2 per cent of $\Gamma$. Convergence must be judged against $\Gamma$ when the lifetime is wanted.

## What angle stability cannot show

The scaled region acts on the inner one only through the ratio of slope to value at $R_0$. If the scaled region is solved accurately, this ratio is independent of $\theta$ at each energy. The whole inner matrix problem is then independent of $\theta$ too, however poor its basis. Its eigenvalue can be wrong and perfectly stable.

Reducing the inner order to $n=3$, with the outer order kept at 14, shows this. At $\theta=0.5$ the energy is wrong by $9.13\times10^{-6}$ eV, or 15 per cent of $\Gamma$, yet the spread over the four angles is $1.5\times10^{-16}$ eV. With the orders exchanged, the error at $\theta=0.5$ is $2.66\times10^{-8}$ eV and the spread is $5.8\times10^{-8}$ eV: the angle test now sees the fault. Stability is thus necessary but not sufficient. The inner basis needs its own refinement or an independent reference, here the Airy root.

## The width as a current and as a decay rate

For a resonance the continuity equation reads $-\Gamma|\psi|^2+dj/dx=0$, with $j=\mathrm{Im}(\psi^*\psi')/m$. Integration up to a real point $b\le R_0$ gives
$$\Gamma=\frac{j(b)}{\int_{-\infty}^{b}|\psi|^2dx}.$$
The width is the escaping current per electron stored to the left of $b$. At $b=R_0$ the computed eigenvector gives $5.9735\times10^{-5}$ eV, equal to $\Gamma$.

A second check uses real energies alone. Start the electron in the zero-field state $\varphi_0$ and switch the field on suddenly. Its survival probability is
$$P(t)=\left|\int\rho(E)e^{-iEt}dE\right|^2,\qquad \rho(E)=|\langle\varphi_0|E\rangle|^2 .$$
The states $|E\rangle$ must be normalised in energy. Far to the right let $\psi_E=\sqrt{c/k}\,\sin\Phi$ with local momentum $k(x)$. Then $\partial\Phi/\partial E=T$ with $dT=m\,dx/k$, apart from a finite phase, and the singular part of the overlap is
$$\frac c2\int\frac{dx}{k}\cos[(E-E')T]=\frac{c}{2m}\int_0^\infty\cos[(E-E')T]\,dT=\frac{\pi c}{2m}\delta(E-E').$$
Thus $c=2m/\pi$. For $\psi_E=A\,\mathrm{Ai}+B\,\mathrm{Bi}$ the squared amplitude is $(A^2+B^2)/(\pi\sqrt y)$, and $k=\kappa\sqrt y$, so $A^2+B^2=2m/\kappa$.

Before normalisation, the Wronskian of $\psi_L=A\,\mathrm{Ai}+B\,\mathrm{Bi}$ with $f_+$ is $D_+=(A-iB)/\pi$. Hence $\rho$ is, up to a constant, $1/|D_+|^2$ times the squared overlap of $\varphi_0$ with the unnormalised $\psi_L$. That overlap varies little over an energy interval $\Gamma$, so near a narrow resonance $\rho$ is proportional to $1/[(E-E_r)^2+\Gamma^2/4]$. The Fourier transform of this Lorentzian has modulus proportional to $e^{-\Gamma t/2}$, so $P\propto e^{-\Gamma t}$.

The integral runs from 0.7 eV below $E_r$ to 4 eV above. A uniform energy step $\Delta$ adds copies of the amplitude displaced in time by multiples of $2\pi/\Delta$. For $\Delta=\Gamma/20$ the first copy is 126 lifetimes away and harmless. Doubling the step changes the probabilities by less than one part in $10^4$.

The norm of $\rho$ is 1.00000, and $P=0.34149$, $0.12563$ and $0.04622$ after one, two and three lifetimes. The fitted rate divided by $\Gamma$ is 1.00000. Extrapolation back to $t=0$ gives $0.34149\,e=0.928$, not 1, because $\varphi_0$ is not identical to the resonance state. The decay law is exponential after a short transient, over the times examined.

## Weak fields

For a weak field the current can be estimated from $\varphi_0$. Let
$$h=-E_r-\frac{Fa}{2}$$
be the barrier height above the level at the exit edge. There $u_b=\kappa h/F$. With $E$ taken real, the current of $f_+$ is $\kappa/(\pi m)$, by the Airy Wronskian and $du/dx=-\kappa$. Scaling $f_+$ to match $\varphi_0$ at the edge, where $\mathrm{Bi}$ dominates, gives
$$\Gamma\simeq|\varphi_0(a/2)|^2\frac{\kappa}{\pi m\,\mathrm{Bi}(u_b)^2}.$$
For large $u_b$, $\mathrm{Bi}^2\simeq e^{\frac43u_b^{3/2}}/(\pi\sqrt{u_b})$. Also $\kappa\sqrt{u_b}=\sqrt{2mh}$, because $\kappa^3=2mF$. Therefore
$$\Gamma\simeq\frac{\sqrt{2mh}}{m}|\varphi_0(a/2)|^2e^{-S},\qquad S=\frac{4\sqrt{2m}}{3}\frac{h^{3/2}}{F}.$$

In the example $h=0.2381$ eV $=0.00875$ hartree, and the barrier length $h/F=47.61$ angstrom $=89.97$ bohr. So $S=\frac43\sqrt{0.4\times0.00875}\times89.97=7.10$. The computed width is 1.63 times the estimate at 0.50 MV/cm and 1.31 times at 0.25 MV/cm. The excess halves with the field. The estimate uses $\varphi_0$ and so leaves out the shift of the electron towards the exit edge, which is of first order in the field: the normalised density at the edge is 1.71 and 1.33 times $|\varphi_0(a/2)|^2$ at the two fields. The large-$u_b$ form of $\mathrm{Bi}$ adds a smaller error of the same order and opposite sign, factors 0.95 and 0.98; the products are the ratios above.

| Field (MV/cm) | $E_r$ (eV) | Lifetime (ps) |
|---|---|---|
| 0.4 | $-0.3100$ | 135 |
| 0.5 | $-0.3131$ | 11.0 |
| 0.6 | $-0.3169$ | 2.13 |
| 0.8 | $-0.3269$ | 0.291 |

Doubling the field from 0.4 to 0.8 MV/cm shortens the lifetime 465-fold. The level shift grows from 5.3 to 22.2 meV, a factor 4.2, close to the factor 4 of second-order perturbation theory; the first-order shift vanishes by symmetry.

## Reading the lifetime for a device

The parameters are rough typical values for a GaN well between AlGaN barriers on a nonpolar plane. Changed one at a time, they move $\Gamma$ considerably: a barrier mass of 0.23 multiplies it by about 0.5, a mass of 0.22 everywhere also by about 0.5, and a well of 27 angstrom by about 1.5. A semiclassical two-band barrier with a 4 eV gap gives 1.14 from the change in the exponent alone. Solving the equation with the energy-dependent mass $m[1+(E-V+Fx)/E_g]$ also moves the level, and gives 1.23 when only the barriers are so treated and 1.14 when the well, with a 3.4 eV gap, is included. Each of these changes alters the lifetime by up to a factor of about two. The barrier depth and the field matter more: changing the depth by 0.05 eV alters $\Gamma$ by a factor of about 6 to 8, and changing the field by 10 per cent alters it by a factor of about 2.5 to 3. The value of 11 ps therefore belongs to the stated parameters; for a real device even the order of magnitude depends on knowing the depth and the local field well. For the effect of charges, take a relative permittivity of 10. On a polar plane, an interface charge of roughly $10^{13}$ elementary charges per cm$^2$ drops 0.54 eV across the well, more than its depth, and the uniform-field model fails. A sheet of $10^{11}$ electrons per cm$^2$ changes the field by 0.009 MV/cm on each side; adding this to the whole field raises $\Gamma$ by 19 per cent. The true sheet field points outwards on both sides and gives slightly less, about 16 to 17 per cent depending on how the charge is spread over the well. A density of $10^{13}$ cm$^{-2}$ would change the field by 0.9 MV/cm on each side, more than the applied field, and needs a self-consistent potential. At 300 K, one-sided Maxwell emission, $\sqrt{k_BT/(2\pi m)}\,e^{-h/k_BT}/a$, is 2 per cent of the tunnelling rate. This is only a rough guide: the well also has a second level near the top of the exit barrier, with a width of about 0.06 eV. Treating it as a thermally populated level would give nearer 10 per cent, but its width exceeds $k_BT$, so its population is not well defined and that figure is uncertain too. Absorption of a 0.09 eV phonon is less easily dismissed: its occupation times the gain in the semiclassical factor $e^{-S}$ is 1.2, so of order one, before changes in the prefactor and an uncomputed coupling strength. The field is one sixth of a rough 3 MV/cm breakdown field.

The remaining figures are in the numerical output.

## Computed values

```
well: width 30.0 angstrom, depth 0.40 eV
mass 0.20 m_e, field 0.50 MV/cm
zero-field level -0.304708 eV
resonance energy E_r (ECS) -0.313073267 eV
resonance energy E_r (Airy) -0.313073267 eV
width Gamma (ECS) 5.973546e-05 eV
width Gamma (Airy) 5.973546e-05 eV
width Gamma (current/norm) 5.973546e-05 eV
lifetime 11.0188 ps
exit barrier: height 0.2381 eV, length 47.61 angstrom
theta 0.3 rad: E_r -0.313073267 eV, Gamma 5.973546e-05 eV
theta 0.5 rad: E_r -0.313073267 eV, Gamma 5.973546e-05 eV
theta 0.7 rad: E_r -0.313073267 eV, Gamma 5.973546e-05 eV
theta 0.9 rad: E_r -0.313073267 eV, Gamma 5.973546e-05 eV
spread of E over theta 0.3-0.9 rad: 8.1e-15 eV
spread of E over pivot 20-70 angstrom: 2.4e-15 eV
spread of E over box end 250-450 angstrom: 2.9e-15 eV
box end 100 angstrom: |r| 1.170e-02, error 6.998e-07 eV, Gamma|r| 6.990e-07 eV
box end 115 angstrom: |r| 1.399e-03, error 8.365e-08 eV, Gamma|r| 8.360e-08 eV
box end 130 angstrom: |r| 1.300e-04, error 7.765e-09 eV, Gamma|r| 7.765e-09 eV
coarse inner basis: error 9.13e-06 eV, theta spread 1.5e-16 eV
coarse outer basis: error 2.66e-08 eV, theta spread 5.8e-08 eV
spectral norm 1.00000
survival after 1, 2, 3 lifetimes: 0.34149, 0.12563, 0.04622
fitted decay rate / Gamma 1.00000
field 0.4 MV/cm: E_r -0.310001 eV, Gamma 4.8674e-06 eV, lifetime 135.2299 ps
field 0.5 MV/cm: E_r -0.313073 eV, Gamma 5.9735e-05 eV, lifetime 11.0188 ps
field 0.6 MV/cm: E_r -0.316925 eV, Gamma 3.0894e-04 eV, lifetime 2.1306 ps
field 0.8 MV/cm: E_r -0.326898 eV, Gamma 2.2641e-03 eV, lifetime 0.2907 ps
field 0.50 MV/cm: Gamma / semiclassical Gamma 1.6299
field 0.25 MV/cm: Gamma / semiclassical Gamma 1.3057
barrier mass 0.23 m_e: Gamma factor 0.505
mass 0.22 m_e everywhere: Gamma factor 0.514
two-band barrier, gap 4 eV (rough): Gamma factor 1.137
well 27 angstrom wide: Gamma factor 1.515
1e11 cm^-2 sheet, permittivity 10: field 0.0090 MV/cm per side, Gamma factor 1.193
same sheet: zero-temperature Fermi energy 0.00120 eV; kT at 300 K 0.02585 eV
thermal emission at 300 K: rate / tunnelling rate 0.0221
0.09 eV phonon absorption at 300 K: occupation x barrier gain 1.180 (before coupling strength)
breakdown field 3 MV/cm (rough) / field 6.0
polar plane, 1e13 cm^-2 interface charge (rough): drop across well 0.543 eV
```
